**Szigeti charge of a shell-model crystal, from lattice energy and from formula**

The program tests \(e_S/e=Z+YR/(k+R)\), where \(Z\) is the nominal ionic charge number, \(Y\) the anion shell charge in units of \(e\), \(k\) the core–shell spring and \(R\) the short-range constant between cation and shell. It builds a rock-salt crystal from point charges with an Ewald sum and explicit Born–Mayer bonds, then differentiates the energy numerically. The permittivities, TO frequency and Born charge come from the resulting force constants, and the Szigeti charge is extracted from them. The program asserts agreement with the formulas; for the example both routes print 1.2428 e against a nominal 2 e. Control cases assert that the reduction vanishes when the repulsion acts on the anion core, is smaller when the repulsion is shared, and changes sign for a positive shell. In a random scan, all 40 electronically stable cases satisfy \(|e_S|<Ze\) and the derived bound on the reduction. The output also sizes cation polarisability, thermal motion, field nonlinearity and tunnelling; the cation shell has the largest effect, raising the static permittivity from 13.60 to 33.26 when nothing else is refitted.

## Numerical verification

```python
"""
Shell model of a rock-salt crystal: rigid cation (+Z), anion = core + shell.
Result under test: the Szigeti charge, in units of e, is
    e_S = Z + Y R/(k + R),   so e_S < Z when Y < 0 and R > 0.
Y: shell charge; k: core-shell spring; R: short-range constant between the
cation and the anion shell, summed over neighbours, at zero wavevector.
Independent road: Ewald energy of point charges plus explicit repulsion,
differentiated numerically; permittivities and the TO frequency follow from
the force-constant matrix, and the Szigeti charge is extracted from them.
Units: nm, eV, elementary charge; masses in u. Fields are in V/nm inside.
Sites: 0 cation core, 1 cation shell, 2 anion core, 3 anion shell.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import erf, erfc

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
Z, A_LAT, RHO, Y, K = 2.0, 0.50, 0.035, -3.5, 4000.0
M_CAT, M_AN = 40.0, 16.0
R0 = A_LAT / 2
VOL = A_LAT**3 / 4
KAPPA = 4 * np.pi * COUL / VOL                     # e^2/(eps0 v), eV/nm^2
MU = M_CAT * M_AN / (M_CAT + M_AN)
GRID = np.array(list(product(range(-4, 5), repeat=3)), dtype=float)
NONZERO = np.any(GRID != 0, axis=1)
STEP = 2e-4                                        # finite difference, nm


def coulomb_energy(shift, charges, a=A_LAT):
    """Ewald energy per cell at zero macroscopic field; no intra-ion term."""
    cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.0]])
    trans = GRID @ cell
    recip = (2 * np.pi * GRID @ np.linalg.inv(cell).T)[NONZERO]
    eta = 3 / a
    x = np.asarray(shift) + np.array([0, 0, a / 2, a / 2])
    length = np.linalg.norm(trans[NONZERO], axis=1)
    total = 0.5 * np.sum(charges**2) * np.sum(erfc(eta * length) / length)
    for i in range(4):
        for j in range(i + 1, 4):
            if charges[i] * charges[j] == 0:
                continue
            d = trans + np.array([x[j] - x[i], 0, 0])
            same_ion = i // 2 == j // 2
            if same_ion:
                d = d[NONZERO]
            r = np.linalg.norm(d, axis=1)
            pair = np.sum(erfc(eta * r) / r)
            if same_ion:
                s = abs(x[j] - x[i])
                pair -= erf(eta * s) / s if s > 1e-12 else 2*eta/np.sqrt(np.pi)
            total += charges[i] * charges[j] * pair
    g2 = np.sum(recip**2, axis=1)
    structure = np.exp(1j * np.outer(recip[:, 0], x)) @ charges
    total += 2 * np.pi / (a**3 / 4) * np.sum(
        np.exp(-g2 / (4 * eta**2)) / g2 * np.abs(structure)**2)
    total -= eta / np.sqrt(np.pi) * np.sum(charges**2)
    return COUL * total


MADELUNG = -coulomb_energy(np.zeros(4), np.array([Z, 0, -Z, 0])) * R0 / (
    COUL * Z**2)
odd = np.arange(1, 30, 2)
mm, nn = np.meshgrid(odd, odd)
madelung_series = 12 * np.pi * np.sum(
    1 / np.cosh(np.pi / 2 * np.sqrt(mm**2 + nn**2))**2)
assert abs(MADELUNG - madelung_series) < 1e-8


def repulsion(dx, rho, a=A_LAT):
    """Six Born-Mayer bonds; strength balances the Madelung force at R0."""
    strength = MADELUNG * Z**2 * COUL * rho / (6 * R0**2) * np.exp(R0 / rho)
    h = a / 2
    r = np.array([abs(h + dx), abs(h - dx)] + 4 * [np.hypot(h, dx)])
    return strength * np.sum(np.exp(-r / rho))


def make_crystal(y=Y, k=K, rho=RHO, share=1.0, y_cat=0.0, k_cat=1e4):
    """share: part of the repulsion that acts on the anion shell."""
    return dict(q=np.array([Z - y_cat, y_cat, -Z - y, y]), k=k, rho=rho,
                share=share, k_cat=k_cat, grip=1 if y_cat else 0)


def energy(s, c, a=A_LAT):
    cation = s[c["grip"]]
    value = coulomb_energy(s, c["q"], a)
    value += 0.5 * c["k"] * (s[3] - s[2])**2
    value += 0.5 * c["k_cat"] * (s[1] - s[0])**2
    value += c["share"] * repulsion(cation - s[3], c["rho"], a)
    return value + (1 - c["share"]) * repulsion(cation - s[2], c["rho"], a)


def hessian(c):
    unit = STEP * np.eye(4)
    centre = energy(np.zeros(4), c)
    H = np.zeros((4, 4))
    for i in range(4):
        H[i, i] = (energy(unit[i], c) + energy(-unit[i], c)
                   - 2 * centre) / STEP**2
        for j in range(i):
            H[i, j] = H[j, i] = (
                energy(unit[i] + unit[j], c) + energy(-unit[i] - unit[j], c)
                - energy(unit[i] - unit[j], c)
                - energy(unit[j] - unit[i], c)) / (4 * STEP**2)
    return H


def response(c):
    """Permittivities, TO curvature, Born and Szigeti charges from energy."""
    H, q = hessian(c), c["q"]
    nuc, sh, free = [0, 2], [1, 3], [0, 1, 3]
    Hss, Hsn = H[np.ix_(sh, sh)], H[np.ix_(sh, nuc)]
    follow = -np.linalg.solve(Hss, Hsn)
    eps_inf = 1 + KAPPA * q[sh] @ np.linalg.solve(Hss, q[sh])
    eps_s = 1 + KAPPA * q[free] @ np.linalg.solve(
        H[np.ix_(free, free)], q[free])
    D = H[np.ix_(nuc, nuc)] + Hsn.T @ follow
    root_m = np.sqrt([M_CAT, M_AN])
    modes = np.linalg.eigvalsh(D / np.outer(root_m, root_m))
    curvature = MU * modes[np.argmax(np.abs(modes))]
    born = q[0] + q[sh] @ follow[:, 0]
    szigeti = 3 * np.sqrt((eps_s - eps_inf) * curvature / KAPPA) / (
        eps_inf + 2)
    return dict(H=H, eps_inf=eps_inf, eps_s=eps_s, curv=curvature, born=born,
                szigeti=szigeti, signed=3 * born / (eps_inf + 2),
                electronic=np.linalg.eigvalsh(Hss)[0])


def short_range_constant(rho):
    return MADELUNG * Z**2 * COUL / (3 * R0**3) * (R0 / rho - 2)


# Equilibrium of the lattice and the short-range constant
main = make_crystal()
da = 1e-4
slope = (energy(np.zeros(4), main, A_LAT + da)
         - energy(np.zeros(4), main, A_LAT - da)) / (2 * da)
bond_force = MADELUNG * Z**2 * COUL / (6 * R0**2)
assert abs(slope) < 1e-3 * bond_force
R = short_range_constant(RHO)
R_numeric = (repulsion(STEP, RHO) + repulsion(-STEP, RHO)
             - 2 * repulsion(0.0, RHO)) / STEP**2
assert abs(R_numeric / R - 1) < 1e-4

# Main result and the relations that surround it
res = response(main)
follow_ratio = R / (K + R)
reduction = abs(Y) * follow_ratio
e_s = Z - reduction
alpha = Y**2 * COUL / (K + R)                      # polarisability volume
x_cm = 4 * np.pi * alpha / (3 * VOL)
eps_inf = (1 + 2 * x_cm) / (1 - x_cm)
R_relaxed = R * K / (K + R)
coulomb_softening = KAPPA * e_s**2 * (eps_inf + 2) / 9
curv = R_relaxed - coulomb_softening
eps_s = eps_inf + (eps_inf + 2)**2 * KAPPA * e_s**2 / (9 * curv)
born = e_s * (eps_inf + 2) / 3
assert np.max(np.abs(res["H"].sum(axis=1))) < 0.1  # translation invariance
assert res["electronic"] > 0 and res["curv"] > 0
assert abs(res["szigeti"] - e_s) < 5e-4 and e_s < Z
assert abs(res["signed"] - e_s) < 5e-4
for name, value in (("eps_inf", eps_inf), ("eps_s", eps_s),
                    ("curv", curv), ("born", born)):
    assert abs(res[name] / value - 1) < 1e-3, name

# Controls on a stable crystal with a weak shell
kc = 8000.0
controls = {}
for label, y, share in (("negative shell", -1.0, 1.0),
                        ("shared equally", -1.0, 0.5),
                        ("anion core only", -1.0, 0.0),
                        ("positive shell", 1.0, 1.0)):
    got = response(make_crystal(y=y, k=kc, share=share))
    expected = Z + y * share * R / (kc + share * R)
    assert got["curv"] > 0 and got["electronic"] > 0
    assert abs(got["szigeti"] - expected) < 1e-3, label
    controls[label] = got["szigeti"]
assert controls["negative shell"] < controls["shared equally"] < Z - 0.01
assert controls["positive shell"] > Z + 0.01

# The example's own crystal with its repulsion moved to the anion core
core_case = response(make_crystal(share=0.0))
assert abs(core_case["szigeti"] - Z) < 1e-3 and core_case["curv"] < 0

# Magnitude bound for electronically stable crystals
rng = np.random.default_rng(7)
accepted, largest_ratio = 0, 0.0
for _ in range(50):
    y_t, k_t = -rng.uniform(0.5, 7), rng.uniform(100, 8000)
    rho_t = rng.uniform(0.025, 0.045)
    trial = response(make_crystal(y=y_t, k=k_t, rho=rho_t))
    if trial["electronic"] <= 0:
        continue
    accepted += 1
    bound = Z * np.sqrt(MADELUNG * (R0 / rho_t - 2) / (2 * np.pi))
    largest_ratio = max(largest_ratio, (Z - trial["signed"]) / bound)
    assert abs(trial["signed"]) < Z
assert accepted >= 10 and largest_ratio < 1
bound_main = Z * np.sqrt(MADELUNG * (R0 / RHO - 2) / (2 * np.pi))
hardness_limit = 2 + 8 * np.pi / MADELUNG
assert R0 / RHO < hardness_limit and reduction < bound_main

# Neglected: a weakly polarisable cation
y_cat, alpha_cat = -2.0, 2e-4
k_cat = y_cat**2 * COUL / alpha_cat
cat_case = response(make_crystal(y_cat=y_cat, k_cat=k_cat))
e_s_cat = Z + (Y / K - y_cat / k_cat) * R / (1 + R / K + R / k_cat)
assert cat_case["curv"] > 0 and abs(cat_case["szigeti"] - e_s_cat) < 1e-3

# Neglected: thermal motion, Einstein estimate at the TO frequency
omega = np.sqrt(curv * sc.e * 1e18 / (MU * sc.atomic_mass))
wavenumber = omega / (2 * np.pi * sc.c * 100)
T = 300.0
rms = 1e9 * np.sqrt(sc.hbar / (2 * MU * sc.atomic_mass * omega)
                    / np.tanh(sc.hbar * omega / (2 * sc.k * T)))
nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / weights.sum()
neighbours = R0 * np.vstack([np.eye(3), -np.eye(3)])


def mean_curvature(sigma):
    total = 0.0
    for i, j, l in product(range(8), repeat=3):
        d = neighbours + sigma * np.array([nodes[i], nodes[j], nodes[l]])
        r = np.linalg.norm(d, axis=1)
        first = -bond_force * np.exp(-(r - R0) / RHO)
        cos2 = (d[:, 0] / r)**2
        total += weights[i] * weights[j] * weights[l] * np.sum(
            -first / RHO * cos2 + first / r * (1 - cos2))
    return total


assert abs(mean_curvature(0.0) / R - 1) < 1e-8
R_hot = mean_curvature(rms)
e_s_hot = Z + Y * R_hot / (K + R_hot)


# Neglected: nonlinearity in the field
def solve_in_field(field):
    free, s = [0, 1, 3], np.zeros(4)
    Hff = res["H"][np.ix_(free, free)]
    for _ in range(14):
        force = []
        for i in free:
            d = np.zeros(4)
            d[i] = STEP
            force.append(field * main["q"][i]
                         - (energy(s + d, main) - energy(s - d, main))
                         / (2 * STEP))
        change = np.linalg.solve(Hff, np.array(force))
        s[free] += change
    assert np.max(np.abs(change)) < 1e-8
    return s, 1 + KAPPA * main["q"] @ s / field


_, eps_low = solve_in_field(0.002)
s_work, eps_work = solve_in_field(0.1)
_, eps_break = solve_in_field(0.4)
assert abs(eps_low / eps_s - 1) < 1e-3

# Film: polarisation, equivalent oxide thickness, WKB tunnelling
film, field, barrier, mass_ratio, k_sio2 = 5.0, 0.1, 2.0, 0.4, 3.9
polarisation = sc.epsilon_0 * (eps_s - 1) * field * 1e9 * 100
eot = film * k_sio2 / eps_s
decay = np.sqrt(2 * mass_ratio * sc.m_e * sc.e) / sc.hbar * 1e-9
action = quad(lambda z: decay * np.sqrt(barrier - field * z), 0, film)[0]
log_transmission = -2 * action / np.log(10)
eps_nominal = eps_inf + (eps_s - eps_inf) * (Z / e_s)**2

print(f"Inputs: Z = {Z:.0f}, Y = {Y}, k = {K:.0f} eV/nm^2")
print(f"Inputs: a = {A_LAT:.2f} nm, r0 = {R0:.2f} nm, rho = {RHO} nm")
print(f"Masses: {M_CAT:.0f} and {M_AN:.0f} u; reduced mass {MU:.3f} u")
print(f"Anion core charge X = {-Z - Y:.1f} e")
print(f"Volume per ion pair v = {VOL:.5f} nm^3")
print(f"e^2/(eps0 v) = {KAPPA:.1f} eV/nm^2")
print(f"Madelung constant = {MADELUNG:.6f}")
print(f"Repulsive force per bond = {bond_force:.2f} eV/nm")
print(f"Short-range constant R = {R:.1f} eV/nm^2")
print(f"Shell following ratio R/(k+R) = {follow_ratio:.4f}")
print(f"Charge reduction |Y|R/(k+R) = {reduction:.4f} e")
print(f"Szigeti charge, formula = {e_s:.4f} e")
print(f"Szigeti charge, from lattice response = {res['szigeti']:.4f} e")
print(f"Szigeti charge / nominal charge = {e_s / Z:.3f}")
print(f"Anion polarisability volume = {alpha:.5f} nm^3")
print(f"alpha/(3 eps0 v) = {x_cm:.4f}")
print(f"eps_inf: formula {eps_inf:.3f}, lattice {res['eps_inf']:.3f}")
print(f"Born charge: formula {born:.3f} e, lattice {res['born']:.3f} e")
print(f"Relaxed short-range constant = {R_relaxed:.1f} eV/nm^2")
print(f"Coulomb softening = {coulomb_softening:.1f} eV/nm^2")
print(f"mu omega_TO^2: formula {curv:.1f}, lattice {res['curv']:.1f} eV/nm^2")
print(f"TO wavenumber = {wavenumber:.1f} cm^-1")
print(f"eps_s: formula {eps_s:.2f}, lattice {res['eps_s']:.2f}")
print(f"Ionic part eps_s - eps_inf = {eps_s - eps_inf:.2f}")
print(f"eps_s if nominal charge were used = {eps_nominal:.2f}")
print(f"Controls use |Y| = 1 and k = {kc:.0f} eV/nm^2")
for label, value in controls.items():
    print(f"Control, {label}: Szigeti charge = {value:.4f} e")
print(f"Example, repulsion on core: e_S = {core_case['szigeti']:.4f} e")
print(f"  its mu omega_TO^2 = {core_case['curv']:.1f} eV/nm^2 (unstable)")
print(f"r0/rho = {R0 / RHO:.2f}; limit for |e_S| < Z = {hardness_limit:.2f}")
print(f"Upper bound on reduction in example = {bound_main:.3f} e")
print(f"Scan: {accepted} stable cases, max reduction/bound "
      f"{largest_ratio:.3f}")
print(f"Cation shell: Y = {y_cat:.0f}, alpha = {alpha_cat:.4f} nm^3, "
      f"k = {k_cat:.0f} eV/nm^2")
print(f"Szigeti charge with cation shell = {e_s_cat:.4f} e")
print(f"eps_inf with cation shell = {cat_case['eps_inf']:.3f}")
print(f"eps_s with cation shell = {cat_case['eps_s']:.2f}")
print(f"Rms relative displacement at {T:.0f} K = {rms:.5f} nm")
print(f"Thermally averaged R = {R_hot:.1f} eV/nm^2")
print(f"Szigeti charge with averaged R = {e_s_hot:.4f} e")
print(f"Film: {film:.0f} nm at {field * 10:.0f} MV/cm, "
      f"voltage {film * field:.2f} V")
print(f"Cation-core displacement u = {1000 * (s_work[0]-s_work[2]):.4f} pm")
print(f"Shell-core displacement w = {1000 * (s_work[3]-s_work[2]):.4f} pm")
print(f"Polarisation = {polarisation:.3f} uC/cm2")
print(f"Equivalent oxide thickness (k = {k_sio2}) = {eot:.2f} nm")
print(f"Change of eps_s at 1 MV/cm = {100*(eps_work/eps_low-1):.3f} %")
print(f"Change of eps_s at 4 MV/cm = {100*(eps_break/eps_low-1):.3f} %")
print(f"Tunnel barrier {barrier:.0f} eV, mass {mass_ratio} m_e: "
      f"log10(T) = {log_transmission:.1f}")
print("PASS")
```

Output:

```
Inputs: Z = 2, Y = -3.5, k = 4000 eV/nm^2
Inputs: a = 0.50 nm, r0 = 0.25 nm, rho = 0.035 nm
Masses: 40 and 16 u; reduced mass 11.429 u
Anion core charge X = 1.5 e
Volume per ion pair v = 0.03125 nm^3
e^2/(eps0 v) = 579.0 eV/nm^2
Madelung constant = 1.747565
Repulsive force per bond = 26.84 eV/nm
Short-range constant R = 1104.4 eV/nm^2
Shell following ratio R/(k+R) = 0.2164
Charge reduction |Y|R/(k+R) = 0.7572 e
Szigeti charge, formula = 1.2428 e
Szigeti charge, from lattice response = 1.2428 e
Szigeti charge / nominal charge = 0.621
Anion polarisability volume = 0.00346 nm^3
alpha/(3 eps0 v) = 0.4632
eps_inf: formula 3.589, lattice 3.589
Born charge: formula 2.315 e, lattice 2.315 e
Relaxed short-range constant = 865.4 eV/nm^2
Coulomb softening = 555.3 eV/nm^2
mu omega_TO^2: formula 310.1, lattice 310.1 eV/nm^2
TO wavenumber = 271.6 cm^-1
eps_s: formula 13.60, lattice 13.60
Ionic part eps_s - eps_inf = 10.01
eps_s if nominal charge were used = 29.51
Controls use |Y| = 1 and k = 8000 eV/nm^2
Control, negative shell: Szigeti charge = 1.8787 e
Control, shared equally: Szigeti charge = 1.9354 e
Control, anion core only: Szigeti charge = 2.0000 e
Control, positive shell: Szigeti charge = 2.1214 e
Example, repulsion on core: e_S = 2.0000 e
  its mu omega_TO^2 = -783.8 eV/nm^2 (unstable)
r0/rho = 7.14; limit for |e_S| < Z = 16.38
Upper bound on reduction in example = 2.392 e
Scan: 40 stable cases, max reduction/bound 0.569
Cation shell: Y = -2, alpha = 0.0002 nm^3, k = 28799 eV/nm^2
Szigeti charge with cation shell = 1.3232 e
eps_inf with cation shell = 4.156
eps_s with cation shell = 33.26
Rms relative displacement at 300 K = 0.00974 nm
Thermally averaged R = 1130.7 eV/nm^2
Szigeti charge with averaged R = 1.2287 e
Film: 5 nm at 1 MV/cm, voltage 0.50 V
Cation-core displacement u = 0.7463 pm
Shell-core displacement w = -0.1949 pm
Polarisation = 1.116 uC/cm2
Equivalent oxide thickness (k = 3.9) = 1.43 nm
Change of eps_s at 1 MV/cm = -0.041 %
Change of eps_s at 4 MV/cm = -0.640 %
Tunnel barrier 2 eV, mass 0.4 m_e: log10(T) = -18.6
PASS
```
